# Transamination equilibrium: closed flask and removal of dimethylamine: test program

```python
"""Equilibrium of one transamination step, M-NMe2 + HL <=> M-L + HNMe2.

Results under test, for equal starting concentrations c0 of M-NMe2 and HL:
  closed flask:   x = sqrt(K) / (1 + sqrt(K))
  amine removed:  a = K (1 - x)^2 / x
x = converted fraction of metal amide, a = free HNMe2 divided by c0,
K = equilibrium constant (dimensionless). Ideal solution, constant volume.
The program also tests the excess-ligand ratio, the gas volume of a purge,
and the product distribution when a metal has four equivalent amide sites.
"""
import numpy as np
from scipy.constants import R, torr
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

K = 0.01
target = 0.99

# Derived formulas
x_closed = np.sqrt(K) / (1 + np.sqrt(K))


def amine_needed(x, constant=K):
    return constant * (1 - x)**2 / x


def conversion_at_amine(a):
    return (2 * K + a - np.sqrt(a * a + 4 * K * a)) / (2 * K)


a_target = amine_needed(target)


# Independent road: minimum of the ideal-solution free energy, in units of RT
def mixing(n):
    return n * (np.log(n) - 1)


def minimum(function):
    result = minimize_scalar(function, bounds=(1e-9, 1 - 1e-9),
                             method="bounded", options={"xatol": 1e-12})
    return result.x


def closed_energy(x):
    return -x * np.log(K) + 2 * mixing(x) + 2 * mixing(1 - x)


def open_minimum(a):
    # amine exchanged with a reservoir of fixed chemical potential
    return minimum(lambda x: x * (np.log(a) - np.log(K))
                   + mixing(x) + 2 * mixing(1 - x))


x_closed_min = minimum(closed_energy)
x_open_min = open_minimum(a_target)
assert abs(x_closed_min - x_closed) < 1e-6
assert abs(x_open_min - target) < 1e-6
assert abs(x_closed - 0.09) < 0.005
assert 0.9e-6 < a_target < 1.1e-6

a_poor = 0.01
x_poor = conversion_at_amine(a_poor)
assert abs(open_minimum(a_poor) - x_poor) < 1e-6

# Closed flask with excess ligand: r equivalents of HL
r_excess = target + target**2 / (K * (1 - target))
x_excess = brentq(lambda x: x * x - K * (1 - x) * (r_excess - x), 0, 1,
                  xtol=1e-13)
assert abs(x_excess - target) < 1e-9


# Purge: w = (gas/liquid concentration ratio) * (gas volume/liquid volume)
def purge_primitive(x):
    return 1 / (1 - x) + np.log(1 - x)


w_purge = ((purge_primitive(target) - purge_primitive(x_closed)) / K
           + np.log(x_closed / a_target))


def conversion_after_removal(s):
    # equilibrium in the liquid when the amount s of amine has left
    b = s - 2 * K
    return (b + np.sqrt(b * b + 4 * K * (1 - K))) / (2 * (1 - K))


def removal_rate(w, s):
    return conversion_after_removal(s) - s


run = solve_ivp(removal_rate, (0, w_purge), [0.0], method="LSODA",
                rtol=1e-9, atol=1e-12)
assert run.success
x_purge = conversion_after_removal(run.y[0, -1])
assert abs(x_purge - target) < 1e-6

# Worked example: rough solvent and vapour data, chosen concentration
T = 298.15             # K
T_hot = 383.0          # K, near the boiling point of toluene
c0 = 0.5               # mol/L
c_toluene = 9.4        # mol/L, rough
p_amine_pure = 1500.0  # Torr at T, rough
p_toluene = 28.0       # Torr at T, rough
dG = -R * T * np.log(K) / 1000
p_needed = p_amine_pure * a_target * c0 / c_toluene
H = p_amine_pure * torr / (R * T * c_toluene * 1000)
gas_volume = w_purge / H

# Neglected effects
K_hot = np.exp(-dG * 1000 / (R * T_hot))
x_hot = np.sqrt(K_hot) / (1 + np.sqrt(K_hot))
a_hot = amine_needed(target, K_hot)
x_headspace = brentq(lambda x: x * x / (1 + H) - K * (1 - x)**2, 0, 1)

K_bind = 1.0           # L/mol, trial value, same for both metal species
beta = K_bind * c0


def binding_balance(x):
    a = amine_needed(x)
    return a + beta * a / (1 + beta * a) - x


x_binding = brentq(binding_balance, 1e-6, 0.999)
toluene_lost = gas_volume * p_toluene * torr / (R * T) / (1000 * c_toluene)
p_ligand_equal = p_amine_pure * a_target / (1 - target)

# Four equivalent sites: stepwise constants with statistical factors,
# scaled so that the first step has the same K
steps = np.array([K / 4 * (5 - i) / i for i in range(1, 5)])
cumulative = np.concatenate(([1.0], np.cumprod(steps)))
number = np.arange(5)


def populations(log_ratio):
    weights = cumulative * np.exp(number * log_ratio)
    return weights / weights.sum()


log_ratio = brentq(lambda q: populations(q) @ number - target, -10, 20)
sites = populations(log_ratio)
theta = target / 4
assert abs(sites[1] - 4 * theta * (1 - theta)**3) < 1e-9
assert sites[1] < 0.5

print(f"Equilibrium constant K: {K:.2f} (no unit)")
print(f"Reaction free energy at {T:.2f} K: {dG:.2f} kJ/mol")
print(f"Initial concentration c0: {c0:.2f} mol/L")
print(f"Closed conversion, formula: {100*x_closed:.3f} percent")
print(f"Closed conversion, energy minimum: {100*x_closed_min:.3f} percent")
print(f"Closed: product = free amine: {c0*x_closed:.5f} mol/L")
print(f"Closed: amide = ligand left: {c0*(1-x_closed):.5f} mol/L")
print(f"Target conversion: {100*target:.1f} percent")
print(f"Free amine / c0 at target: {a_target:.4e} (no unit)")
print(f"Conversion at that amine, minimum: {100*x_open_min:.3f} percent")
print(f"Target: free amine: {c0*a_target:.3e} mol/L")
print(f"Target: product: {c0*target:.4f} mol/L")
print(f"Target: amide = ligand left: {c0*(1-target):.4f} mol/L")
print(f"Amine ratio, closed / target: {x_closed/a_target:.3e} (no unit)")
print(f"Conversion at amine = {a_poor:.2f} c0: {100*x_poor:.2f} percent")
print(f"Ligand for closed 99 percent: {r_excess:.0f} equivalents")
print(f"Pure amine vapour pressure (rough): {p_amine_pure:.0f} Torr")
print(f"Toluene concentration (rough): {c_toluene:.1f} mol/L")
print(f"Amine partial pressure at target: {p_needed:.2e} Torr")
print(f"Gas/liquid amine ratio H: {H:.5f} (no unit)")
print(f"Purge product H*V: {w_purge:.1f} (no unit)")
print(f"Purge gas per litre of solution: {gas_volume:.2e} L")
print(f"Conversion in simulated purge: {100*x_purge:.4f} percent")
print(f"K at {T_hot:.0f} K, zero entropy: {K_hot:.4f} (no unit)")
print(f"Closed conversion at {T_hot:.0f} K: {100*x_hot:.2f} percent")
print(f"Amine / c0 for target at {T_hot:.0f} K: {a_hot:.2e} (no unit)")
print(f"Closed, equal headspace: {100*x_headspace:.3f} percent")
print(f"Trial amine binding constant: {K_bind:.1f} L/mol")
print(f"Closed, with amine binding: {100*x_binding:.2f} percent")
print(f"Toluene vapour pressure (rough): {p_toluene:.0f} Torr")
print(f"Toluene to saturate purge, per litre: {toluene_lost:.0f} L")
print(f"Ligand pressure for equal loss rate: {p_ligand_equal:.3f} Torr")
for i in range(5):
    print(f"Four sites, {i} exchanged: {100*sites[i]:.2f} percent")
print("OK")
```

Output:

```
Equilibrium constant K: 0.01 (no unit)
Reaction free energy at 298.15 K: 11.42 kJ/mol
Initial concentration c0: 0.50 mol/L
Closed conversion, formula: 9.091 percent
Closed conversion, energy minimum: 9.091 percent
Closed: product = free amine: 0.04545 mol/L
Closed: amide = ligand left: 0.45455 mol/L
Target conversion: 99.0 percent
Free amine / c0 at target: 1.0101e-06 (no unit)
Conversion at that amine, minimum: 99.000 percent
Target: free amine: 5.051e-07 mol/L
Target: product: 0.4950 mol/L
Target: amide = ligand left: 0.0050 mol/L
Amine ratio, closed / target: 9.000e+04 (no unit)
Conversion at amine = 0.01 c0: 38.20 percent
Ligand for closed 99 percent: 9802 equivalents
Pure amine vapour pressure (rough): 1500 Torr
Toluene concentration (rough): 9.4 mol/L
Amine partial pressure at target: 8.06e-05 Torr
Gas/liquid amine ratio H: 0.00858 (no unit)
Purge product H*V: 9450.4 (no unit)
Purge gas per litre of solution: 1.10e+06 L
Conversion in simulated purge: 99.0000 percent
K at 383 K, zero entropy: 0.0277 (no unit)
Closed conversion at 383 K: 14.28 percent
Amine / c0 for target at 383 K: 2.80e-06 (no unit)
Closed, equal headspace: 9.126 percent
Trial amine binding constant: 1.0 L/mol
Closed, with amine binding: 10.85 percent
Toluene vapour pressure (rough): 28 Torr
Toluene to saturate purge, per litre: 176 L
Ligand pressure for equal loss rate: 0.152 Torr
Four sites, 0 exchanged: 32.06 percent
Four sites, 1 exchanged: 42.18 percent
Four sites, 2 exchanged: 20.81 percent
Four sites, 3 exchanged: 4.56 percent
Four sites, 4 exchanged: 0.38 percent
OK
```
